# Refitting Becke's β to exchange energies of He, Ne and Ar

## Problem

Becke's exchange functional B88 adds a gradient correction with one empirical parameter, $\beta$, to the local-density approximation (LDA). With $n_\sigma$ the density of electrons of spin $\sigma$,

$$
E(\beta)=-\frac32\left(\frac{3}{4\pi}\right)^{1/3}\sum_\sigma\int n_\sigma^{4/3}\,d^3r-\beta\sum_\sigma\int\frac{n_\sigma^{4/3}x_\sigma^2}{1+6\beta x_\sigma\,\mathrm{asinh}\,x_\sigma}\,d^3r ,
\qquad x_\sigma=\frac{|\nabla n_\sigma|}{n_\sigma^{4/3}} .
$$

The published value is $\beta_0=0.0042$. Refit $\beta$ to the Hartree-Fock (HF) exchange energies of He, Ne and Ar, evaluating the functional on the HF densities.

(a) Reduce the HF exchange energy and $E(\beta)$ of these atoms to radial integrals.

(b) Define residuals $r_i(\beta)=E_i(\beta)-E_i^{\rm HF}$ and the sum $S(\beta)=\sum_i w_ir_i^2$ with positive weights $w_i$. Show where a minimum of $S$ on $\beta\ge0$ must lie, and find a condition that makes it unique.

(c) Find the least-squares $\beta$ for absolute errors, $w_i=1$, and for relative errors, $w_i=1/(E_i^{\rm HF})^2$.

(d) Report the residuals for $\beta_0$ and for both fits. What can the refit improve, and what can it not?

(e) Does a change of $\beta$ alter the exchange energy per electron far from an atom with an exponentially decaying density?

Use Hartree atomic units, in which $\beta$ is a pure number. The atoms are nonrelativistic, and their densities are held fixed while $\beta$ varies.

## Solution

### (a) Radial integrals

**The reference energy.** For electrons of one spin in orbitals $\phi_i$, the HF exchange energy is $-\frac12\sum_{ij}K_{ij}$, with

$$
K_{ij}=\iint\frac{\phi_i^*(\mathbf r)\phi_j(\mathbf r)\,\phi_j^*(\mathbf r')\phi_i(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .
$$

In a closed-shell atom both spins occupy the same spatial orbitals. The two equal contributions give $E^{\rm HF}=-\sum_{ij}K_{ij}$, summed over doubly occupied spatial orbitals. The terms $i=j$ are included; they cancel the self-interaction contained in the classical repulsion.

Write the orbitals as $R_a(r)Y_{lm}(\Omega)$, where $a$ labels a shell with angular momentum $l$, and sum over all $m$ in shells $a$ and $b$. Two expansions do the angular work, with $\gamma$ the angle between $\mathbf r$ and $\mathbf r'$:

$$
\sum_mY_{lm}(\Omega)Y_{lm}^*(\Omega')=\frac{2l+1}{4\pi}P_l(\cos\gamma),\qquad
\frac1{|\mathbf r-\mathbf r'|}=\sum_k\frac{r_<^k}{r_>^{k+1}}P_k(\cos\gamma).
$$

Here $r_<$ and $r_>$ are the smaller and larger of $r$ and $r'$. The angular integrand depends on $c=\cos\gamma$ alone. One direction can therefore be integrated freely, giving $4\pi$, and the azimuth of the other about it gives $2\pi$:

$$
\iint f(\cos\gamma)\,d\Omega\,d\Omega'=8\pi^2\int_{-1}^1f(c)\,dc .
$$

Multiplying $8\pi^2$ by the two prefactors $(2l+1)/4\pi$ and $(2l'+1)/4\pi$ leaves

$$
\sum_{mm'}K=\sum_kC_k^{ll'}G^k_{ab},\qquad
C_k^{ll'}=\frac{(2l+1)(2l'+1)}2\int_{-1}^1P_lP_{l'}P_k\,dc,
$$

$$
G^k_{ab}=\int_0^\infty\!\!\int_0^\infty R_a(r)R_b(r)\,R_a(r')R_b(r')\frac{r_<^k}{r_>^{k+1}}\,r^2r'^2\,dr\,dr' .
$$

These atoms have s and p shells. Orthogonality, $\int P_kP_{k'}\,dc=2\delta_{kk'}/(2k+1)$, gives the coefficients:

- s with s: $C_0=\frac12\cdot2=1$.
- s with p: since $P_1=c$, $C_1=\frac32\cdot\frac23=1$.
- p with p: since $c^2=\frac13+\frac23P_2$, $C_0=\frac92\cdot\frac13\cdot2=3$ and $C_2=\frac92\cdot\frac23\cdot\frac25=\frac65$.

All other coefficients for these pairs vanish. Thus $E^{\rm HF}=-\sum_{ab}\sum_kC_kG^k_{ab}$, where a pair of different shells is counted in both orders. For helium the sum has one term, $-G^0_{1s,1s}$.

**The functional.** Setting $\Omega=\Omega'$ in the first expansion gives $\sum_m|Y_{lm}|^2=(2l+1)/4\pi$. The density of one spin is therefore spherical:

$$
n(r)=\frac1{4\pi}\sum_a(2l_a+1)R_a(r)^2,\qquad |\nabla n|=\left|\frac{dn}{dr}\right|.
$$

The two spins contribute equally, and the spin label can be dropped. With $u=6x\,\mathrm{asinh}\,x$ and $L$ for the LDA energy,

$$
E(\beta)=L-8\pi\beta\int_0^\infty\frac{n^{4/3}x^2}{1+\beta u}\,r^2dr,\qquad
L=-12\pi\left(\frac3{4\pi}\right)^{1/3}\int_0^\infty n^{4/3}r^2dr .
$$

The factor $8\pi$ is two spins times $4\pi$; the factor $12\pi$ is $\frac32\cdot8\pi$. For numerical work put $r=e^t$, so that $r^2dr=r^3dt$. A uniform grid in $t$ then resolves both the region near the nucleus and the outer shells.

### (b) Location and uniqueness of the minimum

The density does not depend on $\beta$, so $E(\beta)$ can be differentiated under the integral. The quotient rule gives

$$
\frac{d}{d\beta}\frac{\beta}{1+\beta u}=\frac{(1+\beta u)-\beta u}{(1+\beta u)^2}=\frac1{(1+\beta u)^2},
$$

and a second differentiation gives $-2u/(1+\beta u)^3$. Hence

$$
E'(\beta)=-8\pi\int_0^\infty\frac{n^{4/3}x^2}{(1+\beta u)^2}r^2dr<0,\qquad
E''(\beta)=16\pi\int_0^\infty\frac{n^{4/3}x^2u}{(1+\beta u)^3}r^2dr>0 .
$$

Raising $\beta$ makes the exchange energy more negative, with diminishing effect. The energy does not fall without limit. As $\beta\to\infty$, $\beta/(1+\beta u)\to1/u$, and the gradient term tends to $-8\pi\int n^{4/3}\,x/(6\,\mathrm{asinh}\,x)\,r^2dr$. A target energy below the resulting limit could not be matched by any $\beta$. When a root $\beta_i$ of $r_i(\beta)=0$ does exist, strict monotonicity makes it the single root for that atom. All three atoms here have one.

Since $r_i'=E_i'$, the slope of the objective is

$$
S'(\beta)=2\sum_iw_i\,r_i(\beta)\,E_i'(\beta).
$$

Let $\beta_-$ and $\beta_+$ be the smallest and largest of the three roots, which are not all equal. For $0\le\beta\le\beta_-$ no residual is negative and at least one is positive. Every $E_i'$ is negative, so $S'<0$. For $\beta\ge\beta_+$ the residual signs are reversed and $S'>0$. A minimum therefore exists and lies strictly between $\beta_-$ and $\beta_+$, whatever the positive weights.

For uniqueness it suffices that $S''>0$ on this interval. Differentiating once more,

$$
\tfrac12S''=\sum_iw_i\left[(E_i')^2+r_iE_i''\right].
$$

The second term can be negative, so it must be bounded. The integrands of $|E_i'|$ and $E_i''$ both decrease as $\beta$ grows. On the interval, then, $|E_i'|\ge|E_i'(\beta_+)|$ and $E_i''\le E_i''(\beta_-)$. Because $r_i$ is monotonic, $|r_i|$ is no larger than $M_i$, the larger of its two endpoint values. Therefore

$$
\tfrac12S''\ge\sum_iw_iE_i'(\beta_+)^2-\sum_iw_iM_iE_i''(\beta_-).
$$

A positive right-hand side is the required condition. Divided by its first sum, it equals about 0.97 for both the absolute and the relative weights. Each fit therefore has one minimum on $\beta\ge0$.

### (c) The two fits

**Input data.** The atoms were computed by restricted HF in a large uncontracted Gaussian basis of s and p functions. These are the angular types needed for the occupied orbitals of the spherical solution. The exchange energies from the exchange matrix agree with the radial sums of part (a) to the digits given. Energies are in hartree.

| Atom | $E^{\rm HF}$ | LDA, $L$ | $E(\beta_0)$ |
|---|---:|---:|---:|
| He | −1.02577 | −0.88405 | −1.02546 |
| Ne | −12.10835 | −11.03348 | −12.13784 |
| Ar | −30.18494 | −27.86306 | −30.15336 |

LDA is too weak for each atom, by 0.142, 1.075 and 2.322 hartree. The gradient term removes most of this error. What remains at $\beta_0$ is listed next, with the slope $g_i=E_i'(\beta_0)$ and the root $\beta_i$ found from the full functional.

| Atom | $r_i(\beta_0)$ | $g_i$ | $\beta_i$ |
|---|---:|---:|---:|
| He | +0.00031 | −20.303 | 0.004215 |
| Ne | −0.02949 | −185.173 | 0.004042 |
| Ar | +0.03158 | −404.243 | 0.004278 |

A positive residual means that the functional is not negative enough. Helium and argon ask for a larger $\beta$ than 0.0042, neon for a smaller one.

**Linearized solution.** Put $\beta=\beta_0+\delta$. For small $\delta$, $r_i(\beta)\approx r_i+g_i\delta$, where $r_i$ without an argument is taken at $\beta_0$. Setting the derivative of $\sum_iw_i(r_i+g_i\delta)^2$ to zero gives

$$
2\sum_iw_ig_i(r_i+g_i\delta)=0
\quad\Longrightarrow\quad
\delta=-\frac{\sum_iw_ir_ig_i}{\sum_iw_ig_i^2}.
$$

**Absolute errors.** With $w_i=1$, in the order He, Ne, Ar,

$$
\sum_ir_ig_i=-0.0063+5.4608-12.7660=-7.3115,
$$

$$
\sum_ig_i^2=412.2+34289.0+163412.4=198113.6 .
$$

The correction is $\delta=7.3115/198113.6=3.69\times10^{-5}$, so

$$
\beta_{\rm abs}=0.0042+0.0000369=0.004237 .
$$

Minimizing with the full functional gives the same value to the digits shown.

**Relative errors.** Now each residual and slope is divided by $|E_i^{\rm HF}|$. The scaled residuals are $3.00\times10^{-4}$, $-2.436\times10^{-3}$ and $1.046\times10^{-3}$. The scaled slopes are $-19.793$, $-15.293$ and $-13.392$. Hence

$$
\sum_iw_ir_ig_i=-0.00594+0.03725-0.01401=0.01730,
$$

$$
\sum_iw_ig_i^2=391.8+233.9+179.3=805.0,
$$

and $\delta=-0.01730/805.0=-2.15\times10^{-5}$. The result is $\beta_{\rm rel}=0.00418$; the full minimization gives 0.004179.

**Why the weights move the answer to the other side of 0.0042.** To first order, the root of atom $i$ satisfies $r_i+g_i(\beta_i-\beta_0)=0$, or $r_i=-g_i(\beta_i-\beta_0)$. Inserting this into the formula for $\delta$ gives

$$
\beta\approx\sum_ip_i\beta_i,\qquad p_i=\frac{w_ig_i^2}{\sum_jw_jg_j^2},\qquad\sum_ip_i=1 .
$$

The fit is a weighted mean of the three single-atom answers. The shares are:

| Fit | He | Ne | Ar |
|---|---:|---:|---:|
| absolute | 0.002 | 0.173 | 0.825 |
| relative | 0.487 | 0.291 | 0.223 |

In the absolute fit argon has most of the influence because its energy responds most strongly to $\beta$, and the response enters squared. Helium hardly matters. Division by the exchange energy reverses the order: the scaled slope is largest for helium. The effect on the mean is seen in the terms $p_i(\beta_i-\beta_0)$. In units of $10^{-6}$ and in the order He, Ne, Ar, they are $0.0,\,-27.3,\,+64.7$ for the absolute fit (total about $+37$) and $+7.4,\,-45.8,\,+17.5$ for the relative fit (total about $-21$). Most of the shift comes from argon, which has the largest root, losing share, mainly to helium, whose root lies close to 0.0042. Argon's term changes by $-47$. The larger share of neon, which has the smallest root, adds $-19$, and helium's term offsets this by $+7$.

The phrase "least-squares $\beta$" is therefore incomplete until the weights are stated. For these three atoms the two choices differ by about 0.00006, while the single-atom roots spread over 0.00024. Rounded to two significant figures, both fits give 0.0042.

### (d) Residuals

In this table and the next, the rows for the two fits are evaluated at the unrounded minimizers; the labels show $\beta$ rounded to six decimals. The residuals $E(\beta)-E^{\rm HF}$, in hartree, are:

| $\beta$ | He | Ne | Ar | rms |
|---|---:|---:|---:|---:|
| 0.0042 | +0.0003 | −0.0295 | +0.0316 | 0.02495 |
| 0.004237 | −0.0004 | −0.0363 | +0.0167 | 0.02307 |
| 0.004179 | +0.0007 | −0.0255 | +0.0403 | 0.02752 |

The root mean square (rms) is taken over the three atoms. For the absolute fit it is

$$
\sqrt{\frac{0.00044^2+0.03633^2+0.01665^2}{3}}=0.0231\ \text{hartree}=0.628\ \text{eV}.
$$

The signed errors in the magnitude $|E|$, relative to $|E^{\rm HF}|$, are in percent:

| $\beta$ | He | Ne | Ar | rms |
|---|---:|---:|---:|---:|
| 0.0042 | −0.030 | +0.244 | −0.105 | 0.154 |
| 0.004237 | +0.043 | +0.300 | −0.055 | 0.178 |
| 0.004179 | −0.073 | +0.211 | −0.133 | 0.150 |

Each fit lowers the measure it was built to lower, and each raises the other measure above its value at $\beta_0$. The gains are small. The absolute rms falls from 0.02495 to 0.02307 hartree, a decrease of about 7.5%. The relative rms falls from 0.154% to 0.150%.

The reason is visible in the roots. Between $\beta_{\rm Ne}=0.004042$ and $\beta_{\rm Ar}=0.004278$, neon is overbound in exchange and argon is underbound. Both fits lie in this interval. Increasing $\beta$ there improves argon and worsens neon; decreasing it does the reverse. For example, going from $\beta_0$ to $\beta_{\rm abs}$ changes the energies by approximately $g_i\delta$:

$$
\Delta E_{\rm Ar}\approx-404.2\times3.69\times10^{-5}=-0.0149,\qquad
\Delta E_{\rm Ne}\approx-185.2\times3.69\times10^{-5}=-0.0068 .
$$

Argon's residual falls from 0.0316 to 0.0167, while neon's grows in magnitude from 0.0295 to 0.0363. No single $\beta$ removes both errors, because the two roots differ. A further reduction requires a change in the form of the functional, or another parameter, rather than more digits in $\beta$.

**How many digits are meaningful?** The virial theorem requires the ratio of potential to kinetic energy to be −2 for the HF solution in a complete basis. The computed ratios differ from −2 by at most about $3\times10^{-7}$. This is a necessary check, not a proof of convergence. As a second check, a coarser basis changes argon's HF exchange energy by 0.0004 hartree, far less than the residuals of neon and argon. If that change acted on the reference energy alone, it would shift argon's root by about $0.0004/404\approx10^{-6}$. This estimate is pessimistic: it refers to a coarser basis, and it ignores the accompanying change of $E(\beta)$, which has the same sign and nearly the same size, so the root actually moves by much less than $10^{-6}$. The basis is therefore not what limits the meaning of the fitted $\beta$.

The choice of atoms matters more: with absolute weights, fitting only He and Ne gives 0.004044 and fitting only He and Ar gives 0.004278, close to the root of the heavier atom in each pair. Three closed-shell atoms do not determine a value for molecules or heavier atoms, and the fit says nothing about correlation. Relativity is omitted. So is the relaxation of the density that would follow if B88 were used self-consistently.

### (e) The distant density

Let the density of one spin decay as $n=Ae^{-ar}$, with $A,a>0$. Then $|\nabla n|=an$ and

$$
x=an^{-1/3}=aA^{-1/3}e^{ar/3},
$$

which grows without bound. For large $x$, $\mathrm{asinh}\,x=\ln(x+\sqrt{x^2+1})\to\ln(2x)$, so

$$
\mathrm{asinh}\,x\to\frac{ar}3+b,\qquad b=\ln(2aA^{-1/3}).
$$

The exchange energy per electron, $e$, is the energy density of one spin divided by $n$. Its LDA part is proportional to $n^{1/3}$ and vanishes exponentially. In the gradient part, for any fixed $\beta>0$, $\beta u\gg1$ at large $r$, and the 1 in the denominator can be dropped:

$$
e\to-\frac{\beta n^{1/3}x^2}{6\beta x\,\mathrm{asinh}\,x}
=-\frac{n^{1/3}x}{6\,\mathrm{asinh}\,x}
=-\frac{a}{6(ar/3+b)}
=-\frac1{2r}\,\frac1{1+3b/(ar)} .
$$

The third form uses $n^{1/3}x=a$. The parameter $\beta$ has cancelled, so refitting leaves the limit $-1/(2r)$ unchanged. This requires that $\beta$ be changed in both places. If the numerator contained $\beta$ and the denominator a different constant $\beta'$, the limit would be $-(\beta/\beta')/(2r)$.

The approach to the limit is slow. For the hydrogenic density $n=e^{-2r}/\pi$, $b=\ln(4\pi^{1/3})=1.768$. At $r=30$ bohr the formula gives $-2re=1/(1+0.0884)=0.919$, and at 300 bohr it gives 0.991. Direct evaluation of the functional gives the same numbers for $\beta=0.003$ and $\beta=0.006$. The independence of $\beta$ sets in only far out. At 10 bohr the two values of $\beta$ give $-2re=0.804$ and $0.805$. At 5 bohr they give 0.80 and 0.84, while the asymptotic formula gives 0.65.

This result belongs to an exponential tail. In a finite Gaussian basis the density eventually decays as $e^{-br^2}$, where $b$ now denotes a Gaussian decay constant. To leading order $n^{1/3}x=2br$ and $\mathrm{asinh}\,x\to br^2/3$, so the same expression gives $e\to-1/r$. The parameter still cancels, but the coefficient is wrong for a real atom. The Gaussian densities used in the fit are therefore suitable for the integrated energies, where the far region has exponentially small weight, but not for reading off the asymptotic law.

The numerical check checks the radial reduction, the derivatives, both minima and the tail formula numerically.

## Calculated quantities

```
Energies in hartree; beta in atomic units (dimensionless)
He: HF total energy -2.86168, virial V/T -2.0000000
He: Ex HF matrix -1.02577, radial G^k -1.02577
He: Ex LDA -0.88405, LDA - HF 0.14172
He: Ex B88(0.0042) radial -1.02546, libxc -1.02546
He: residual B88(0.0042) - HF +0.00031
He: slope dE/dbeta at 0.0042 -20.303 hartree
He: single-atom root beta 0.004215
Ne: HF total energy -128.54710, virial V/T -2.0000000
Ne: Ex HF matrix -12.10835, radial G^k -12.10835
Ne: Ex LDA -11.03348, LDA - HF 1.07487
Ne: Ex B88(0.0042) radial -12.13784, libxc -12.13784
Ne: residual B88(0.0042) - HF -0.02949
Ne: slope dE/dbeta at 0.0042 -185.173 hartree
Ne: single-atom root beta 0.004042
Ar: HF total energy -526.81747, virial V/T -2.0000003
Ar: Ex HF matrix -30.18494, radial G^k -30.18494
Ar: Ex LDA -27.86306, LDA - HF 2.32187
Ar: Ex B88(0.0042) radial -30.15336, libxc -30.15336
Ar: residual B88(0.0042) - HF +0.03158
Ar: slope dE/dbeta at 0.0042 -404.243 hartree
Ar: single-atom root beta 0.004278
Ar: Ex change in coarser basis +0.000386 hartree
absolute fit: beta 0.004237
absolute fit: linearized beta 0.004237, root mean 0.004237
absolute fit: shares He, Ne, Ar 0.00208, 0.17308, 0.82484
absolute fit: relative lower bound of S''/2 0.9701
relative fit: beta 0.004179
relative fit: linearized beta 0.004179, root mean 0.004179
relative fit: shares He, Ne, Ar 0.48668, 0.29053, 0.22280
relative fit: relative lower bound of S''/2 0.9685
published beta: residuals He, Ne, Ar +0.00031, -0.02949, +0.03158 hartree
published beta: error in |Ex| He, Ne, Ar -0.0300, +0.2436, -0.1046 %
published beta: rms 0.02495 hartree = 0.6789 eV
published beta: relative rms 0.1540 %
absolute beta: residuals He, Ne, Ar -0.00044, -0.03633, +0.01665 hartree
absolute beta: error in |Ex| He, Ne, Ar +0.0430, +0.3000, -0.0552 %
absolute beta: rms 0.02307 hartree = 0.6279 eV
absolute beta: relative rms 0.1779 %
relative beta: residuals He, Ne, Ar +0.00074, -0.02551, +0.04026 hartree
relative beta: error in |Ex| He, Ne, Ar -0.0725, +0.2107, -0.1334 %
relative beta: rms 0.02752 hartree = 0.7490 eV
relative beta: relative rms 0.1500 %
tail: -2r*e at r = 30 bohr, beta 0.003 and 0.006: 0.91879, 0.91879
tail: -2r*e at r = 300 bohr, beta 0.003 and 0.006: 0.99124, 0.99124
```
